# Matérn correlation of a rough resist edge from its power spectrum: verification in Python

```python
"""
Result under test: an edge with the two-sided power spectral density
    P(f) = P0 / (1 + (2 pi f L)^2)^(H + 1/2)
has the covariance
    R(r) = sigma^2 * 2^(1-H) / Gamma(H) * x^H * K_H(x),  x = |r|/L,
    sigma^2 = P0 Gamma(H) / (2 sqrt(pi) L Gamma(H + 1/2)),
which is sigma^2 exp(-x) at H = 1/2.

f: spatial frequency (1/nm); r: distance along the edge (nm)
P0: spectral density at f = 0 (nm^3); L: length parameter (nm)
H: exponent, H > 0; K_H: modified Bessel function of the second kind
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import gamma, kv

# Round model parameters, roughly typical of an EUV resist edge.
P0, L, H = 40.0, 20.0, 0.7
edge_length = 2000.0
sample_step = 2.0
blur_std = 2.0
noise_std = 0.5


def spectrum(f):
    return P0 / (1.0 + (2.0 * np.pi * f * L) ** 2) ** (H + 0.5)


def variance(exponent):
    return P0 * gamma(exponent) / (
        2.0 * np.sqrt(np.pi) * L * gamma(exponent + 0.5))


def correlation(x, exponent):
    # The tiny floor replaces the limit x -> 0.
    x = np.maximum(np.abs(x), 1e-30)
    return 2.0 ** (1.0 - exponent) / gamma(exponent) * x**exponent * kv(exponent, x)


def covariance(r):
    return variance(H) * correlation(r / L, H)


def fourier_integral(x, exponent):
    """Integral of cos(u x)/(1+u^2)^(exponent+1/2) over all real u."""
    def integrand(u):
        return (1.0 + u * u) ** (-exponent - 0.5)
    if x == 0:
        return 2.0 * quad(integrand, 0, np.inf, epsabs=1e-9,
                          epsrel=1e-9, limit=200)[0]
    return 2.0 * quad(integrand, 0, np.inf, weight="cos", wvar=x,
                      epsabs=1e-9, limit=200, limlst=100)[0]


def direct_covariance(r, exponent):
    return P0 / (2.0 * np.pi * L) * fourier_integral(r / L, exponent)


# Fourier quadrature against the Bessel formula, including amplitude.
largest_error = 0.0
for exponent in (0.3, 0.5, 0.7, 1.0, 1.5):
    for x in (0.0, 0.1, 0.5, 1.0, 2.0, 4.0):
        direct = direct_covariance(x * L, exponent)
        formula = variance(exponent) * correlation(x, exponent)
        largest_error = max(largest_error, abs(direct - formula))
assert largest_error < 1e-6

# Special cases, with the Bessel routine left out.
for x in (0.1, 0.5, 1.0, 2.0, 4.0):
    half = direct_covariance(x * L, 0.5)
    assert abs(half - P0 / (2.0 * L) * np.exp(-x)) < 1e-6
    ratio = fourier_integral(x, 1.5) / fourier_integral(0.0, 1.5)
    assert abs(ratio - (1.0 + x) * np.exp(-x)) < 1e-6

# Forward transform of the covariance must return the spectrum.
for f in (0.002, 0.01, 0.03):
    recovered = 2.0 * quad(covariance, 0, 1000, weight="cos",
                           wvar=2.0 * np.pi * f, limit=400)[0]
    assert abs(recovered / spectrum(f) - 1.0) < 1e-5

# Intermediate integral left after the Gaussian integration.
for exponent in (0.3, 0.7, 1.5):
    for x in (0.5, 2.0):
        def reduced(t):
            return t ** (exponent - 1.0) * np.exp(-t - x * x / (4.0 * t))
        t_integral = quad(reduced, 0, 1)[0] + quad(reduced, 1, np.inf)[0]
        value = np.sqrt(np.pi) / gamma(exponent + 0.5) * t_integral
        assert abs(value - fourier_integral(x, exponent)) < 1e-6

# The integral definition of K_H obeys the modified Bessel equation.
s = np.linspace(-12.0, 12.0, 6001)
for exponent in (0.3, 0.7, 1.5):
    for x in (0.5, 2.0):
        g = 0.5 * np.exp(-x * np.cosh(s) + exponent * s)
        K = trapezoid(g, s)
        K1 = trapezoid(-np.cosh(s) * g, s)
        K2 = trapezoid(np.cosh(s) ** 2 * g, s)
        assert abs(x * x * K2 + x * K1 - (x * x + exponent**2) * K) < 1e-9
        assert abs(K / kv(exponent, x) - 1.0) < 1e-9

# Two-sided bound on the short-distance power law.
for exponent in (0.3, 0.5, 0.7):
    for x in (0.1, 0.3):
        q = x / 2.0
        deficit = 1.0 - fourier_integral(x, exponent) / fourier_integral(0.0, exponent)
        leading = gamma(1 - exponent) / gamma(1 + exponent) * q ** (2 * exponent)
        excess = leading - deficit
        assert -1e-6 < excess < q * q / (1.0 - exponent) + 1e-6

# Long-distance form; its next relative term is (4H^2-1)/(8x).
x_far = 30.0
K_far = trapezoid(0.5 * np.exp(-x_far * np.cosh(s) + H * s), s)
rho_far = 2 ** (1 - H) / gamma(H) * x_far**H * K_far
tail = (2 ** (1 - H) / gamma(H) * np.sqrt(np.pi / 2)
        * x_far ** (H - 0.5) * np.exp(-x_far))
assert abs(rho_far / tail - 1.0) < 0.006

# Integral length and 1/e length for several exponents.
length_rows = []
for exponent in (0.3, 0.5, 0.7, 1.0):
    integral_length = L * quad(lambda x: correlation(x, exponent), 0, 60,
                               points=[0.01, 0.1, 1, 5], limit=300)[0]
    predicted = P0 / (2.0 * variance(exponent))
    assert abs(integral_length / predicted - 1.0) < 1e-5
    e_length = L * brentq(lambda x: correlation(x, exponent) - np.exp(-1), 1e-3, 10)
    length_rows.append((exponent, np.sqrt(variance(exponent)), e_length, integral_length))

sigma2 = variance(H)
sigma = np.sqrt(sigma2)

# Variance of the mean over a finite edge, by two roads.
mean_variance = 2.0 / edge_length * quad(
    lambda r: (1.0 - r / edge_length) * covariance(r), 0, edge_length,
    points=[1, 10, 50, 200, 500], limit=400)[0]
f_grid = np.arange(0.0, 0.5, 1.0 / (20.0 * edge_length))
mean_from_spectrum = 2.0 * trapezoid(
    spectrum(f_grid) * np.sinc(f_grid * edge_length) ** 2, f_grid)
assert abs(mean_variance / mean_from_spectrum - 1.0) < 1e-4

# Variance left after Gaussian blur along the edge, by two roads.
blurred = 2.0 * quad(
    lambda f: spectrum(f) * np.exp(-(2 * np.pi * f * blur_std) ** 2),
    0, 1, points=[0.01, 0.05, 0.2], limit=300)[0]
kernel_variance = 2.0 * blur_std**2
blurred_real = 2.0 * quad(
    lambda r: covariance(r) * np.exp(-r * r / (2 * kernel_variance))
    / np.sqrt(2 * np.pi * kernel_variance), 0, 40, points=[1, 5, 15], limit=300)[0]
assert abs(blurred / blurred_real - 1.0) < 1e-5
blur_loss = sigma2 - blurred

# Aliased spectrum at the Nyquist frequency, by two roads.
nyquist = 1.0 / (2.0 * sample_step)
copies = np.arange(-200000, 200001)
aliased = np.sum(spectrum(nyquist + copies / sample_step))
n = np.arange(1, 1001)
aliased_real = sample_step * (
    sigma2 + 2.0 * np.sum(covariance(n * sample_step) * (-1.0) ** n))
assert abs(aliased / aliased_real - 1.0) < 1e-5

# White detection noise: periodogram of simulated noise against its floor.
noise_floor = noise_std**2 * sample_step
points_per_edge = int(edge_length / sample_step)
noise = np.random.default_rng(7).normal(0, noise_std, (400, points_per_edge))
periodogram = sample_step / points_per_edge * np.abs(np.fft.rfft(noise, axis=1)) ** 2
upper_band = periodogram[:, 3 * points_per_edge // 8:points_per_edge // 2]
assert abs(np.mean(upper_band) / noise_floor - 1.0) < 0.03
crossing = brentq(lambda f: spectrum(f) - noise_floor, 1e-4, nyquist)

print(f"P0, two-sided = {P0:.1f} nm^3; one-sided = {2*P0:.1f} nm^3")
print(f"L = {L:.1f} nm; H = {H:.2f}")
print(f"Knee frequency 1/(2 pi L) = {1/(2*np.pi*L):.5f} 1/nm")
print(f"Variance sigma^2 = {sigma2:.4f} nm^2")
print(f"sigma = {sigma:.4f} nm = {sigma*constants.nano/constants.angstrom:.3f} angstrom")
print(f"3 sigma = {3*sigma:.3f} nm")
print(f"Largest covariance error, quadrature vs formula = {largest_error:.1e} nm^2")
print("Correlation: r (nm), quadrature, Bessel, exp(-x), exp(-x^(2H))")
for r in (2.0, 10.0, 20.0, 40.0, 60.0):
    x = r / L
    direct_rho = fourier_integral(x, H) / fourier_integral(0.0, H)
    print(f"  {r:4.0f}  {direct_rho:.5f}  {correlation(x, H):.5f}  "
          f"{np.exp(-x):.5f}  {np.exp(-x**(2*H)):.5f}")
print("Same P0 and L: H, sigma (nm), 1/e length (nm), integral length (nm)")
for row in length_rows:
    print("  {:.1f}  {:.4f}  {:.3f}  {:.3f}".format(*row))
r_short = 2.0
q = r_short / (2 * L)
difference = np.sqrt(2 * sigma2 * (1 - correlation(r_short / L, H)))
power_law = np.sqrt(2 * sigma2 * gamma(1-H) / gamma(1+H) * q ** (2*H))
print(f"RMS height difference at {r_short:.0f} nm = {difference:.4f} nm")
print(f"Leading power law at {r_short:.0f} nm = {power_law:.4f} nm")
print(f"Edge length = {edge_length:.0f} nm; variance of mean = {mean_variance:.5f} nm^2")
print(f"Variance removed with mean = {100*mean_variance/sigma2:.2f} percent")
print(f"Blur std = {blur_std:.1f} nm; lost variance = {blur_loss:.4f} nm^2")
print(f"Variance lost to blur = {100*blur_loss/sigma2:.2f} percent")
print(f"Sample step = {sample_step:.1f} nm; Nyquist = {nyquist:.3f} 1/nm")
print(f"True spectrum at Nyquist = {spectrum(nyquist):.5f} nm^3")
print(f"Aliased spectrum at Nyquist = {aliased:.5f} nm^3")
print(f"Aliased/true at Nyquist = {aliased/spectrum(nyquist):.3f}")
print(f"Noise std = {noise_std:.2f} nm; added variance = {noise_std**2:.4f} nm^2")
print(f"Added noise variance = {100*noise_std**2/sigma2:.2f} percent of sigma^2")
print(f"Noise floor = {noise_floor:.3f} nm^3")
print(f"Simulated noise floor = {np.mean(upper_band):.3f} nm^3")
print(f"Spectrum meets noise floor at f = {crossing:.5f} 1/nm")
print("success")
```

Running it gives:

```
P0, two-sided = 40.0 nm^3; one-sided = 80.0 nm^3
L = 20.0 nm; H = 0.70
Knee frequency 1/(2 pi L) = 0.00796 1/nm
Variance sigma^2 = 0.7976 nm^2
sigma = 0.8931 nm = 8.931 angstrom
3 sigma = 2.679 nm
Largest covariance error, quadrature vs formula = 2.1e-12 nm^2
Correlation: r (nm), quadrature, Bessel, exp(-x), exp(-x^(2H))
     2  0.95860  0.95860  0.90484  0.96097
    10  0.72306  0.72306  0.60653  0.68459
    20  0.47669  0.47669  0.36788  0.36788
    40  0.19416  0.19416  0.13534  0.07143
    60  0.07634  0.07634  0.04979  0.00951
Same P0 and L: H, sigma (nm), 1/e length (nm), integral length (nm)
  0.3  1.2040  12.531  13.796
  0.5  1.0000  20.000  20.000
  0.7  0.8931  25.903  25.075
  1.0  0.7979  33.162  31.416
RMS height difference at 2 nm = 0.2570 nm
Leading power law at 2 nm = 0.2815 nm
Edge length = 2000 nm; variance of mean = 0.01978 nm^2
Variance removed with mean = 2.48 percent
Blur std = 2.0 nm; lost variance = 0.0412 nm^2
Variance lost to blur = 5.16 percent
Sample step = 2.0 nm; Nyquist = 0.250 1/nm
True spectrum at Nyquist = 0.01019 nm^3
Aliased spectrum at Nyquist = 0.02286 nm^3
Aliased/true at Nyquist = 2.243
Noise std = 0.50 nm; added variance = 0.2500 nm^2
Added noise variance = 31.34 percent of sigma^2
Noise floor = 0.500 nm^3
Simulated noise floor = 0.503 nm^3
Spectrum meets noise floor at f = 0.04876 1/nm
success
```
